# Image Dipoles and the Surface Selection Rule of Reflection Infrared Spectroscopy, part 1

(Sections cited here and not found follow in the second part.)

## First half: the image dipole and the field at the metal

### The situation

During atomic layer deposition on a metal film, an infrared beam can be reflected from the surface at grazing incidence, far from the surface normal, and its spectrum recorded after each gas pulse. Molecules on the surface remove light at their vibrational frequencies. Some vibrations that absorb strongly in the gas may be missing from the reflected spectrum even though the molecules are there. Before a missing band is read as a missing chemical group, one must know which vibrations the metal allows the light to see.

A vibrating molecule is an oscillating dipole. The metal answers that dipole with surface charges, and it answers the incoming light with a reflected wave. Both responses are governed by the same boundary condition: the electric field along the surface of an ideal metal vanishes. The selection rule follows from this condition together with the fact that the molecule lies much closer to the metal than one wavelength.

### Model and conventions

A perfect conductor fills $z<0$, and vacuum fills $z>0$. Fields are complex amplitudes multiplying $e^{-i\omega t}$; the physical field is the real part. The vacuum wave number is $k=\omega/c$. The plane of incidence is the $xz$ plane, and the angle of incidence $\theta$, with $0\le\theta<90^\circ$, is measured from the normal. Light is p-polarized if its electric field lies in the plane of incidence and s-polarized if its field points along $y$.

The molecule is a point dipole at height $d$. One normal mode is considered, with mass-weighted coordinate $Q$, so that its kinetic energy is $\dot Q^2/2$. The oscillating part of the dipole moment is
$$
\boldsymbol\mu=\mathbf m\,Q,\qquad \mathbf m=\frac{d\boldsymbol\mu}{dQ}. \tag{1}
$$
The real vector $\mathbf m$ has the unit of charge divided by the square root of mass. A permanent dipole moment is not needed; what matters is how the moment changes during the vibration.

The following assumptions are made.

1. The metal is flat, local in its response and perfectly conducting.
2. The mode is a harmonic oscillator with a linear damping rate $\Gamma$. Radiation damping is small compared with $\Gamma$, and the electronic polarizability of the molecule is neglected.
3. The height satisfies $kd\ll1$ over the band.
4. The layer is dilute: molecules do not act on one another, and the fraction of light they remove is much less than one.
5. All molecules have the same $\mathbf m$. For a distribution of orientations, $m_z^2$ below is replaced by its mean.

**Theorem.** Under these assumptions the image of $\mathbf m$ is $(-m_x,-m_y,m_z)$. To leading order in $kd$, the molecule and its image couple to light as a dipole $(0,0,2m_z)$ in the incident field. For p-polarized light and $N_s$ molecules per unit area, the loss of reflectance $\Delta R$, integrated over wavenumber $\tilde\nu=\omega/(2\pi c)$, is
$$
\int\Delta R\,d\tilde\nu=\frac{N_s m_z^2}{\varepsilon_0c^2}\,\frac{\sin^2\theta}{\cos\theta}. \tag{2}
$$
For s-polarized light the loss vanishes at this order. If the adsorption site has a finite symmetry group, a mode can have $m_z\neq0$ only if it is totally symmetric in that group.

The positive quantity $\Delta R$ is the reflectance of the bare metal, equal to one here, minus that of the covered metal.

### Lemma 1: the image of an oscillating dipole

**Lemma 1.** Let $\mathbf p$ be a dipole at $(0,0,d)$. Above the conductor, the field of the induced surface charges and currents is that of a dipole
$$
\mathbf p'=M\mathbf p,\qquad M=\mathrm{diag}(-1,-1,1), \tag{3}
$$
at $(0,0,-d)$. This holds at any frequency, with retardation included.

**Proof.** The static case shows where the signs come from. A charge $q_j$ at $(x_j,y_j,z_j)$ and a charge $-q_j$ at $(x_j,y_j,-z_j)$ give zero potential on $z=0$, because each point of the plane is equally far from both. A neutral group of charges has the moment $\mathbf p=\sum_jq_j\mathbf r_j$. Its image has the moment
$$
\mathbf p'=\sum_j(-q_j)(x_j,y_j,-z_j)=(-p_x,-p_y,+p_z).
$$
For the normal component, the change of sign of the charge and the reversal of the height compensate each other. For a tangential component only the charge changes sign.

For an oscillating dipole, let $r$ be the distance from it and $G=e^{ikr}/r$. Its vector potential in Lorenz gauge is $\mathbf A=-i\omega\mu_0\mathbf pG/(4\pi)$, since the current integrated over the source is $\dot{\mathbf p}=-i\omega\mathbf p$. The gauge condition $\nabla\cdot\mathbf A=i\omega\phi/c^2$ gives
$$
\phi=\frac{c^2}{i\omega}\nabla\cdot\mathbf A=-\frac{1}{4\pi\varepsilon_0}\,\mathbf p\cdot\nabla G ,
$$
where $\mu_0c^2=1/\varepsilon_0$ was used. With $\mathbf E=-\nabla\phi+i\omega\mathbf A$ and $\omega^2\mu_0=k^2/\varepsilon_0$,
$$
\mathbf E=\frac{1}{4\pi\varepsilon_0}\left[k^2\mathbf pG+\nabla(\mathbf p\cdot\nabla G)\right]. \tag{4}
$$

Let $G_+$ and $G_-$ be the functions $G$ centred on the dipole and on its image. They are mirror images in the plane, so on $z=0$
$$
G_+=G_-,\qquad \partial_xG_+=\partial_xG_-,\qquad \partial_yG_+=\partial_yG_-,\qquad \partial_zG_+=-\partial_zG_- .
$$
The tangential part of the first term in (4), summed over both dipoles, contains $p_xG_+-p_xG_-=0$, and likewise for $y$. For the second term, consider on the plane
$$
\begin{aligned}
S&=\mathbf p\cdot\nabla G_++\mathbf p'\cdot\nabla G_-\\
&=p_x(\partial_xG_+-\partial_xG_-)+p_y(\partial_yG_+-\partial_yG_-)+p_z(\partial_zG_++\partial_zG_-)=0 .
\end{aligned}
$$
Since $S$ vanishes everywhere on the plane, so do $\partial_xS$ and $\partial_yS$. The total tangential field is therefore zero, as the conductor requires.

The image lies below the surface, so its field has no source in the vacuum. It is outgoing. No second solution exists: the difference of two solutions would have no source and no tangential field on the metal. If the vacuum is given a very small absorption, this difference also decays at infinity. No power then enters the vacuum region, so none can be absorbed there, and the difference must vanish. Letting the absorption go to zero selects the outgoing solution. $\square$

Two limits of (4) are needed. Very near the dipole, $k\to0$ and $G\to1/r$. With $\mathbf n=\mathbf r/r$,
$$
\mathbf p\cdot\nabla\frac1r=-\frac{\mathbf p\cdot\mathbf r}{r^3},\qquad
\mathbf E=\frac{3\mathbf n(\mathbf n\cdot\mathbf p)-\mathbf p}{4\pi\varepsilon_0r^3}. \tag{5}
$$
Far away, each derivative of $G$ acts mainly on the phase and gives $ik\mathbf n$. Then
$$
\mathbf E=\frac{k^2}{4\pi\varepsilon_0}\left[\mathbf p-\mathbf n(\mathbf n\cdot\mathbf p)\right]\frac{e^{ikr}}{r}. \tag{6}
$$

### What the image stands for

No dipole exists inside the metal. The image summarizes real charge on the surface, whose density in the static limit is $\sigma=\varepsilon_0E_z$ just above the metal. Let $\rho^2=x^2+y^2$ and $R^2=\rho^2+d^2$. The dipole and its image contribute equally to $E_z$ on the plane. From (5), a dipole $p$ along $x$ and a dipole $p$ along $z$ induce
$$
\sigma_x=-\frac{3pd\,x}{2\pi R^5},\qquad
\sigma_z=\frac{p(2d^2-\rho^2)}{2\pi R^5}. \tag{7}
$$

For the tangential dipole, the moment of the surface charge along $x$ follows by averaging $x^2$ over the polar angle:
$$
\int x\sigma_x\,dA=-\frac{3pd}{2}\int_0^\infty\frac{\rho^3\,d\rho}{(\rho^2+d^2)^{5/2}} .
$$
With $v=\rho^2+d^2$ the integral becomes
$$
\frac12\int_{d^2}^{\infty}(v-d^2)v^{-5/2}dv=\frac12\left(\frac2d-\frac{2}{3d}\right)=\frac{2}{3d}.
$$
The moment is $-p$: the metal charge really does carry an opposite dipole.

The normal case is different. All the induced charge lies in the plane $z=0$, so its moment along $z$ is zero. It nevertheless produces the field of a second dipole $+p$ above the metal. There is no contradiction, because $\sigma_z$ falls only as $-p/(2\pi\rho^3)$. The second moment $\int\rho^2\sigma_z\,dA$ diverges, so the charge cannot be treated as a small source, however distant the observer. Charge at lateral distances comparable with the observer's distance contributes to the field there.

The potential of a charged plane is the same at $z=b$ and $z=-b$. Above the metal it is the potential of the image, proportional to $p(b+d)$ divided by the cube of the distance. At the mirrored point inside the metal, the molecule's own potential has the same size and the opposite sign. The two cancel, as they must in a conductor. Thus the words "the normal dipole is doubled" describe the field in the vacuum and do not describe a dipole moment stored in the surface charge.

### Lemma 2: the field that drives the molecule

**Lemma 2.** Let the incident wave be $E_0\mathbf e\,e^{i\mathbf k\cdot\mathbf r}$, with unit vector $\mathbf e$ and $\mathbf k=k(\sin\theta,0,-\cos\theta)$. The reflected wave has polarization $M\mathbf e$. At the lateral position $x=y=0$,
$$
\mathbf m\cdot\mathbf E_{\rm tot}(d)=\mathbf m\cdot\mathbf E_{\rm inc}(d)+(M\mathbf m)\cdot\mathbf E_{\rm inc}(-d). \tag{8}
$$

**Proof.** The reflected wave vector is $k(\sin\theta,0,\cos\theta)$, since the phases must match along the whole surface. Let its polarization be $\mathbf e'$. Zero tangential field requires $e'_x=-e_x$ and $e'_y=-e_y$. Both waves are transverse:
$$
e_x\sin\theta-e_z\cos\theta=0,\qquad e'_x\sin\theta+e'_z\cos\theta=0 .
$$
Inserting $e'_x=-e_x$ in the second relation and using the first gives $e'_z\cos\theta=e_x\sin\theta=e_z\cos\theta$. Because $\cos\theta\neq0$, $e'_z=e_z$, and hence $\mathbf e'=M\mathbf e$.

At height $d$ the reflected wave has the phase $e^{ikd\cos\theta}$. The incident wave, continued formally to $z=-d$, has the same phase. Since $M$ is diagonal, $\mathbf m\cdot M\mathbf e=(M\mathbf m)\cdot\mathbf e$. Adding the incident and reflected contributions gives (8). $\square$

The left side of (8) contains the real dipole in the complete field. The right side contains the dipole and its image in the incident field alone. These are two descriptions of one coupling. Combining the doubled dipole with the doubled field would count the metal's response twice.

For p-polarization, $\mathbf e=(\cos\theta,0,\sin\theta)$. Set $\varphi=kd\cos\theta$. The sum of both waves is
$$
\begin{aligned}
E_x&=E_0\cos\theta\,(e^{-i\varphi}-e^{i\varphi})=-2iE_0\cos\theta\sin\varphi,\\
E_z&=E_0\sin\theta\,(e^{-i\varphi}+e^{i\varphi})=2E_0\sin\theta\cos\varphi .
\end{aligned} \tag{9}
$$
For s-polarization, $E_y=-2iE_0\sin\varphi$. Close to the metal the tangential fields vanish in proportion to $kd$, while the normal field tends to $2E_0\sin\theta$.

The factor $-i$ shows that $E_x$ is a quarter period out of phase with $E_z$. For a real $\mathbf m$ their contributions therefore do not interfere:
$$
|\mathbf m\cdot\mathbf E_{\rm tot}|^2=4E_0^2\left(m_z^2\sin^2\theta\cos^2\varphi+m_x^2\cos^2\theta\sin^2\varphi\right). \tag{10}
$$
The correction to the leading term is thus of order $(kd)^2$. At normal incidence the leading term itself is zero because the light has no normal field, and (10) leaves only the small tangential part.

### Emission shows the same rule

Let the dipole radiate in the direction $\mathbf n=(\sin\theta,0,\cos\theta)$. Relative to the origin, the wave from the molecule has the phase $e^{-i\varphi}$ and that from the image $e^{i\varphi}$. By (6), a normal dipole with its equal image gives the free-dipole amplitude multiplied by
$$
e^{-i\varphi}+e^{i\varphi}=2\cos\varphi .
$$
A tangential dipole with its opposite image gives the factor $e^{-i\varphi}-e^{i\varphi}=-2i\sin\varphi$. For $kd=0.01$ and $\theta=80^\circ$, the complete dipole fields give amplitude ratios of 1.999997 and 0.003473. The first is nearly a doubling. The second is a cancellation that is incomplete because the two dipoles are separated by $2d$.

## Second half: absorption, symmetry and an example

### Symbols and results carried over

A mode with mass-weighted coordinate $Q$ has the dipole derivative $\mathbf m=d\boldsymbol\mu/dQ$. The molecule is at height $d$ above a perfect conductor in $z<0$, with $kd\ll1$ and $k=\omega/c$. Its image is $M\mathbf m=(-m_x,-m_y,m_z)$ at height $-d$. Light of amplitude $E_0$ arrives at angle $\theta$ from the normal in the $xz$ plane. With $\varphi=kd\cos\theta$, p-polarized light produces the normal field $2E_0\sin\theta\cos\varphi$ and a tangential field of magnitude $2E_0\cos\theta\sin\varphi$. S-polarized light produces a tangential field of magnitude $2E_0\sin\varphi$. There are $N_s$ molecules per unit area, and $\Gamma$ is the damping rate of the mode.

### Lemma 3: the self-image shifts the band but keeps its area

The molecule feels the wave field and also the field of its own image. The latter must be included before an absorption strength can be assigned.

**Lemma 3.** Let $\gamma$ be the angle between $\mathbf m$ and the normal, and let $\omega_0$ be the frequency without the metal. In the static limit of the self-image field, the frequency becomes $\Omega$, where
$$
\Omega^2=\omega_0^2-g|\mathbf m|^2,\qquad
g=\frac{1+\cos^2\gamma}{4\pi\varepsilon_0(2d)^3}, \tag{11}
$$
provided $\Omega^2>0$. The mean absorbed power $P(\omega)$, for a driving strength $|\mathbf m\cdot\mathbf E_{\rm tot}|$ held constant over the band, satisfies
$$
\int_0^\infty P\,d\omega=\frac{\pi}{4}|\mathbf m\cdot\mathbf E_{\rm tot}|^2, \tag{12}
$$
which is independent of $g$ and $\Gamma$.

**Proof.** The image is a distance $2d$ below the molecule, so in (5) the direction from image to molecule is $\mathbf n=\hat{\mathbf z}$. For a molecular dipole $\mathbf p$, the image is $(-p_x,-p_y,p_z)$, and its field at the molecule is
$$
\mathbf E_{\rm self}=\frac{(p_x,p_y,3p_z-p_z)}{4\pi\varepsilon_0(2d)^3}
=\frac{(p_x,p_y,2p_z)}{4\pi\varepsilon_0(2d)^3}.
$$
Its component along $\mathbf p$ is $|\mathbf p|$ times $(\sin^2\gamma+2\cos^2\gamma)=1+\cos^2\gamma$, divided by $4\pi\varepsilon_0(2d)^3$. This defines $g$. The self-image field supports the displacement for both orientations, even though a tangential dipole and its image cancel at large distance.

The interaction energy $-Q\,\mathbf m\cdot\mathbf E$ with a given field produces the force $\mathbf m\cdot\mathbf E$ on $Q$. The dipole amplitude is $\mathbf mQ$, so the self-image force is $g|\mathbf m|^2Q$. The equation of motion is
$$
(\omega_0^2-\omega^2-i\Gamma\omega)Q=\mathbf m\cdot\mathbf E_{\rm tot}+g|\mathbf m|^2Q .
$$
Moving the last term to the left gives
$$
Q=\chi\,\mathbf m\cdot\mathbf E_{\rm tot},\qquad
\chi(\omega)=\frac{1}{\Omega^2-\omega^2-i\Gamma\omega}. \tag{13}
$$

The velocity amplitude is $-i\omega Q$. The mean work per unit time done by the wave is half the real part of the conjugate force times this velocity:
$$
P=\frac12\,\mathrm{Re}(-i\omega\chi)|\mathbf m\cdot\mathbf E_{\rm tot}|^2
=\frac{\omega}{2}\,\mathrm{Im}\chi\,|\mathbf m\cdot\mathbf E_{\rm tot}|^2. \tag{14}
$$
The self-image force does no mean work in this limit, because it is a real multiple of $Q$ and is a quarter period out of phase with the velocity.

It remains to integrate
$$
I=\int_0^\infty\omega\,\mathrm{Im}\chi\,d\omega
=\int_0^\infty\frac{\Gamma\omega^2\,d\omega}{(\Omega^2-\omega^2)^2+\Gamma^2\omega^2}
=\int_0^\infty\frac{\Gamma\,d\omega}{(\omega-\Omega^2/\omega)^2+\Gamma^2}.
$$
Replacing $\omega$ by $\Omega^2/\omega$ leaves the denominator unchanged and multiplies the measure by $\Omega^2/\omega^2$. The average of the original and transformed expressions is
$$
I=\frac12\int_0^\infty\frac{\Gamma(1+\Omega^2/\omega^2)\,d\omega}{(\omega-\Omega^2/\omega)^2+\Gamma^2}.
$$
With $w=\omega-\Omega^2/\omega$, the numerator contains $dw=(1+\Omega^2/\omega^2)d\omega$, and $w$ runs from $-\infty$ to $\infty$. Hence
$$
I=\frac12\int_{-\infty}^{\infty}\frac{\Gamma\,dw}{w^2+\Gamma^2}=\frac{\pi}{2}.
$$
Inserting this in the integral of (14) proves (12). $\square$

The integrand $\Gamma/[(\omega-\Omega^2/\omega)^2+\Gamma^2]$, to which $P$ is proportional, also shows that the absorption peaks at $\omega=\Omega$. The conservation of area depends on neglecting electronic polarizability. An electronic response could screen or strengthen the vibrational dipole, and $\mathbf m$ would then have to be replaced by an effective value.

We have found the image of an oscillating dipole, the field that drives a molecule near an ideal metal, and the band-integrated power it absorbs, which the self-image shift leaves unchanged. It remains to prove the intensity formula (2) and the symmetry statement, apply them to water, and see how strictly the rule holds on a real metal.
